# Why hybrid exchange fractions approach 1/ε∞ and nearly satisfy Koopmans' condition, part 2

We ask why the exact-exchange fraction $\alpha$ of a hybrid functional should be $\gamma=1/\varepsilon_\infty$, with $\varepsilon_\infty$ the host's optical dielectric constant. We use Hartree atomic units, real orbitals and fixed ions.

The model is a simple cubic lattice of $N$ sites with $a=3$ bohr, hopping $t=0.1$ Ha, alternating site energies $\pm\Delta$, $\Delta=0.2$ Ha, and $g=4$ half-filled flavours, with exchange only within a flavour. Its fixed Hamiltonian $H$ has bands $\pm E_k$, $E_k^2=e_k^2+\Delta^2$, $e_k=-2t\sum_j\cos k_ja$. Gaussian site charges, $s=0.75$ bohr, interact through $v(R)=\mathrm{erf}(R/2s)/R$. A defect lowers one $+\Delta$ site by 0.3 Ha and binds an empty level.

With $\chi^0$ the static response per flavour, the RPA gives $W=v/\varepsilon$, $\varepsilon=1-g\,v\chi^0$ and $\gamma=0.3247$; on site, $W/v=0.497$. At small $q$, $v=1/(\beta q^2)+v_1$, $g\chi^0=-c_2q^2+c_4q^4$, and $\Delta W=W-\gamma v$ has angular mean $w_0=0.2958$ Ha. COHSEX, the static $GW$ self-energy with correlation part $\Sigma_c$, has exchange $-\rho W$, with $\rho$ the one-flavour density matrix. At first order $-\rho w$ opens a gap $G[w]=\frac1N\sum_qw(q)\,\frac{\Delta}{E_{k-q}}$ at band-edge point $k$.

Occupation $f$ of a localised orbital $\phi$, with $n=\phi^2$ and $J=\langle n|v|n\rangle$, gives the level $\epsilon_\phi(f)=dE/df$, constant under Koopmans' condition. Define $\kappa=d\epsilon_\phi/df$ at $f=0$ and $\xi=\epsilon_\phi(1)-[E(1)-E(0)]$; a level linear in $f$ has $\xi=\kappa/2$. For Hartree plus $\alpha$ times Fock exchange,
$$\kappa=(1-\alpha)J-2\,b\Lambda^{-1}b .$$
$$\kappa=W_{tc}-\alpha J+4\alpha\,b^X\Lambda^{-1}b^H-2\alpha^2\,b^X\Lambda^{-1}b^X .$$
$$\Lambda_{ia,jb}=(\epsilon_a-\epsilon_i)\delta_{ij}\delta_{ab}+2(ia|jb)-\alpha\,[(ij|ab)+(ib|ja)],$$
the bracket within one flavour. Here $i,j$ are occupied and $a,b$ empty, $x_{ia}$ are the response amplitudes, $(pq|rs)$ are Coulomb integrals, $b=b^H-\alpha b^X$, $b^H_{ia}=(ia|\phi\phi)$, and $b^X_{ia}=(i\phi|a\phi)$ in the flavour of $\phi$, zero in the others. $W_{tc}=J-2b^H\Lambda^{-1}b^H$ is the screened self-interaction of a test charge of shape $n$.

The leading terms cancel at $\alpha=W_{tc}/J$, which depends on the state. Why should it be $1/\varepsilon_\infty$?

**A.** It approaches $\gamma$ as the state grows. With the RPA $W$ of the crystal, $\langle n|W|n\rangle=\gamma J+N^{-1}\sum_q\Delta W(q)|n(q)|^2$. For a Gaussian of width $\sigma$, $|n(q)|^2=e^{-q^2\sigma^2}$ confines the sum to $q\lesssim1/\sigma$, where $\Delta W$ averages to $w_0$, and Parseval's theorem gives $N^{-1}\sum_q|n(q)|^2=\sum_jn_j^2\equiv S$. So
$$\alpha_K=\frac{\langle n|W|n\rangle}{J}\simeq\gamma+\frac{w_0S}{J}.$$
For $\sigma\gg a,s$, $J=\frac2\pi\int_0^\infty e^{-q^2\sigma^2}dq=1/(\sigma\sqrt\pi)$ and $S=a^3/(8\pi^{3/2}\sigma^3)$, so $\alpha_K-\gamma\propto\sigma^{-2}$. At $\sigma=a$ the law gives $0.3247+0.2958\times0.02246/0.18407=0.361$, while the definition gives $0.06518/0.18407=0.354$. At $2a$, $3a$, $4a$ the definition gives 0.3331, 0.3285, 0.3269 and the law 0.3336, 0.3287, 0.3269. Extrapolating in $1/\sigma^2$ from $3a$ and $4a$ gives $w_0=0.292$ Ha, tested against 0.2958 Ha within 5%. A charge on a single site would need the on-site ratio 0.497.

The $b^X$ terms are of order $S$ by power counting, which the numerical check does not test. For a large state built from conduction states near $k_0$, the pair $(vk,c\,k{+}q)$ has $b^H\sim n(q)v(q)\,q\cdot d_k/N$, with $d_k$ the interband dipole, and $b^X\sim n(q)X_k/N$, where $X_k\sim1/|k-k_0|$ at worst, one Coulomb factor times one dipole overlap. Summing over $k$, the $XX$ term is $N^{-1}\sum_q|n|^2$ times a convergent average, hence $O(S)$. The $XH$ term starts at order $1/q$, but that piece is odd in $q$ and cancels against the even $|n(q)|^2$, leaving $O(S)$. Thus $\kappa=(\gamma-\alpha)J+O(\sigma^{-3})$, where $\gamma$ must now be read as the long-range ratio $W_{tc}/v$ of the hybrid response $\Lambda(\alpha)$; the exchange kernel makes this differ from the RPA value 0.3247 by a finite amount.

**Q.** Does the semilocal exchange in the remaining $1-\alpha$ cancel that short-range part?

**A.** Partly, in this model. Local exchange for one spin has energy density $-\frac34(6/\pi)^{1/3}n_0^{4/3}$, with second derivative $f_x=-\frac13(6/\pi)^{1/3}n_0^{-2/3}$. With $n_0=k_F^3/6\pi^2$, $(6/\pi)^{1/3}(6\pi^2)^{2/3}=6\pi$ and $f_x=-2\pi/k_F^2$. When $n\ll n_0$ this acts as a same-flavour contact kernel $u$, and the host responds to it. Take $K=v\,\mathbf{11}^T+uI$ in flavour space and $x=\chi^0(q)$. The relaxed curvature is the diagonal element of $K(1-xK)^{-1}$. $K$ has eigenvalue $K_s=gv+u$ on the symmetric vector, which has weight $1/g$ in one flavour, and $u$ on the rest, so
$$\tilde W=\frac1g\frac{K_s}{1-xK_s}+\Big(1-\frac1g\Big)\frac{u}{1-xu},\qquad W_{tc}=v+\frac{gv^2x}{1-xK_s}.$$
The first term minus $W_{tc}$ has numerator $K_s-gv(1-xK_s)-g^2v^2x=u(1+gvx)$ over $g(1-xK_s)$. As $q\to0$, $gvx\to1-\varepsilon_\infty$ and $xu\to0$, giving $\frac ug(2-\varepsilon_\infty)/\varepsilon_\infty=\frac ug(2\gamma-1)$. Adding $u(1-1/g)$,
$$\tilde W-W_{tc}=\eta u,\qquad\eta=1-2(1-\gamma)/g,$$
which is $\gamma$ for two spins. Here $\eta=0.6624$, tested against 0.6632 from matrix inversion at the smallest $q$. This $W_{tc}$ itself contains $u$ through $K_s$. The RPA interaction is $W=v+gv^2x/(1-gvx)$, so $W_{tc}-W=gv^2x^2u/[(1-xK_s)(1-gvx)]\to u(1-\gamma)^2/g$. Relative to the RPA $W$ the factor is therefore $\eta'=\eta+(1-\gamma)^2/g=1-(1-\gamma^2)/g=0.7764$; this last step is not tested. With half an electron per site and flavour, $k_F=1.0312$ bohr$^{-1}$, $f_x=-5.9085$ Ha bohr$^3$ and $u=f_x/a^3=-0.2188$ Ha. With the RPA $\langle W\rangle$, setting $\langle W\rangle-\alpha J+(1-\alpha)\eta' uS=0$ gives $\alpha_K=(\langle W\rangle+\eta' uS)/(J+\eta' uS)$. At $\sigma=a$, $\eta' uS=-0.00382$ Ha and $\alpha_K=0.06136/0.18025=0.340$; the column "with f_x" of the output uses $\eta$ in place of $\eta'$, so it omits $W_{tc}-W$ and lies slightly higher. To leading order $w_0$ is replaced by $w_0+(1-\gamma)\eta' u=0.296-0.115$, so nearly two fifths of the contact term is cancelled; the two pieces have unrelated origins and no general cancellation follows. The argument fails when $n$ dominates the local density. In vacuum $E_x[fn]=f^{4/3}E_x[n]$, and $E_x[n]\propto1/\sigma$ by scaling, the same order as $J$.

**Q.** Those were frozen Gaussians. What happens in a self-consistent defect calculation?

**A.** In a $6^3$ cell the interactions act on the change of the density matrix from the $f=0$ state, without a semilocal term. The level is at 0.0290 Ha from midgap, 0.616 of its weight is on the defect site, and $J=0.2849$ Ha in the cell. Finite differences of the self-consistent level are tested against the response formula: $\kappa=0.09968$ Ha at $\alpha=0$ and $0.01426$ Ha at $\alpha=0.3$ by both roads. At $\alpha=0.3$, $W_{tc}=0.08824$ Ha, tested against a finite external charge, so $W_{tc}-\alpha J=0.00276$ Ha and the $b^X$ terms add $0.0115$ Ha, or $0.04J$.

The curvature vanishes at $\alpha_K=0.343$. This is close to $\gamma=0.325$, but partly by compensation. The RPA ratio is $0.09968/0.2849=0.350$; the exchange kernel in $\Lambda$ strengthens the screening and brings $W_{tc}/J$ down to 0.303 at $\alpha_K$; the $b^X$ terms restore $0.04$. With the RPA $W$ of the cell as exchange interaction and no parameter, $\kappa=-0.00225$ Ha $=-0.008J$, against $0.35J$ without exchange. This too is partly compensation: the exchange kernel puts $W_{tc}$ about $0.05J$ below the RPA $\langle n|W|n\rangle$, and the exchange coupling terms restore about $0.04J$ (this split is not printed in the output).

Zero initial slope is not full linearity. At $\alpha_K$ the level runs 0.0290, 0.0297, 0.0316, 0.0349, 0.0397 Ha for $f=0,\frac14,\frac12,\frac34,1$, and its integral, 0.03249 Ha, is tested against $E(1)-E(0)$. The rise is close to $cf^2$ with $c=0.0107$ Ha, for which $\xi=c-c/3=0.0071$ Ha; the computed value is 0.0072 Ha $=0.196$ eV. So $\xi=\kappa/2$ fails here at third order in the energy. My conjecture is the nonlinear response of the host. At $\alpha_K\mp0.2$, $\xi=+0.0372$ Ha (1.01 eV) and $-0.0238$ Ha ($-0.65$ eV), and the sign change is tested. The slope, $-0.0610/0.4=-0.152$ Ha, is near $-J/2=-0.142$ Ha, and interpolation puts $\xi=0$ at $\alpha=0.39$. In this $6^3$ cell the two Koopmans criteria give 0.34 and 0.39. Both carry a cell-size error, discussed next, so by themselves they do not show on which side of $\gamma$ the converged values lie; for the curvature criterion the error is about 0.04.

**Q.** My collaborators use charged supercells. Does the cell size bias the fraction?

**A.** It can. In a cubic cell of edge $\ell$ and volume $\Omega$ the term $Q=q+G=0$ is omitted. Let $F(\lambda)=\frac{4\pi}\Omega\sum_{Q\ne0}e^{-Q^2\lambda}/Q^2$. Then $F'=-\frac{4\pi}{\Omega}\sum_{Q\neq0}e^{-Q^2\lambda}$, and Poisson summation gives $\Omega^{-1}\sum_Qe^{-Q^2\lambda}=(4\pi\lambda)^{-3/2}$ up to image terms exponentially small for $\lambda\ll\ell^2$. So $F'=-4\pi(4\pi\lambda)^{-3/2}+4\pi/\Omega$, and
$$F=\frac{1}{\sqrt{\pi\lambda}}-\frac M\ell+\frac{4\pi\lambda}{\Omega}.$$
The integration constant scales as $1/\ell$ on dimensional grounds and defines the Madelung constant. The Ewald value $M=2.8373$ is tested with $\lambda=s^2$, both sides giving 0.73255 Ha on the $48^3$ grid. Any weight that equals 1 at $q=0$, such as $|n(q)|^2$ or $\Delta/E_{k-q}$, differs from a Gaussian by $O(q^2)$, so the rest of the summand is bounded and its sampling error is $O(\ell^{-3})$. The same holds for $\Delta W$. Hence $J_\ell=J-M/\ell$ and $\langle W\rangle_\ell=\langle W\rangle-\gamma M/\ell$ to order $\ell^{-1}$. Fits over cells of 16, 24 and 48 sites per edge give slopes 0.9215 for $\langle W\rangle$ and 0.9210 for $G[W]$, both tested against $\gamma M=0.9214$ Ha bohr.

If $Q=0$ is dropped in both Hartree and exchange and $\Lambda$ is unchanged, $\kappa_\ell=\kappa-(\gamma-\alpha)M/\ell$, with $\gamma$ the long-range ratio $W_{tc}/v$ of the hybrid response, and the leading error vanishes when $\alpha$ equals that ratio. Dropping $Q=0$ subtracts the constant $M/\ell$ from $v$, which adds $\alpha M/\ell$ to the diagonal of $\Lambda$ through $-\alpha(ij|ab)$. In a self-consistent hybrid the differences $\epsilon_a-\epsilon_i$ shrink by the same amount and the two cancel. In the defect cell above they are those of the fixed $H$, so the shift, $0.343\times0.1576=0.054$ Ha at $\alpha_K$, remains. It reduces $b\Lambda^{-1}b$ and adds a further positive $1/\ell$ error to $\kappa_\ell$, so $\alpha_K=0.343$ is not a size-converged value. It is 0.371 in a $4^3$ cell and 0.334 in an $8^3$ cell. Removing the shift from $\Lambda$ gives 0.312 in both the $6^3$ and $8^3$ cells, and adding back $(\gamma-\alpha)M/\ell$ with the hybrid's own ratio, about 0.28 at these $\alpha$, puts the zero near 0.30, below the RPA $\gamma$ and above the hybrid's ratio (these values are not printed in the output). If the exchange singularity is integrated properly while the Hartree term keeps its neutralising background, then $\kappa_\ell=\langle W\rangle_\ell-\alpha J=\kappa-\gamma M/\ell$, and $\gamma M/\ell$ must be added back. In the $6^3$ cell $M/\ell=0.1576$ Ha and $\gamma M/\ell=0.0512$ Ha, about 1.4 eV. Keeping leading terms and the RPA $W$, the uncorrected zero would be at $0.0997/(0.2849+0.1576)=0.225$ and the corrected one at $(0.0997+0.0512)/0.4425=0.341$. This estimate shows the size of the bias only; it leaves out the exchange kernel in $\Lambda$ and the $b^X$ terms, which together lower the size-corrected zero to about 0.30.

**Q.** A polaron distorts the lattice. Why is it $\varepsilon_\infty$ and not the static constant?

**A.** Because $f$ is varied at the fixed, distorted geometry. The ionic displacement is then part of the external potential, as the site shift is in the model, and the variables $x_{ia}$ that respond to $f$ are electronic, so $W_{tc}$ contains electronic screening alone. The model defect is short-ranged, so the supercell result above does not cover the long-range ionic polarisation that a polaron in a polar crystal freezes into the cell. The derivation also needs a gapped host, a positive definite $\Lambda$ and a level that stays in the gap for all $f$. In a metal $\gamma=0$ and the whole of $W$ is the short-range remainder. In a layer or a wire the surrounding vacuum does not screen, the expansion $W=\gamma v+\Delta W$ with one bulk constant does not apply, and one has to return to $\kappa=W_{tc}-\alpha J+\dots$ for the state in question. Except where marked otherwise, the numbers quoted come from the numerical check whose output follows.

## Computed values

```
a=3.0 bohr t=0.1 Ha Delta=0.2 Ha g=4 s=0.75 bohr Vd=-0.3 Ha grid=48^3
gap 2*Delta = 0.400 Ha = 10.885 eV
Madelung M = 2.837297; on-site U = 0.7523 Ha; G!=0 terms at q=0: 0.0588 Ha
periodic on-site v: q-sum 0.73255169 Ha, Ewald formula 0.73255169 Ha
eps_inf = 3.07941 (velocity), 3.07941 (moment); gamma = 0.32474
eps(q,0,0) at qa/pi=1/24,1/4,1/2,1: 3.069 2.762 2.187 1.634
W/v at R=(0, 0, 0)a: 0.4970
W/v at R=(1, 0, 0)a: 0.3746
W/v at R=(1, 1, 0)a: 0.3397
W/v at R=(2, 0, 0)a: 0.3290
W/v at R=(4, 0, 0)a: 0.3237
W/v at R=(12, 0, 0)a: 0.3244
4^3 defect level Sigma_c: static -0.0419 Ha, dynamic -0.0534 Ha, m=phi term -0.0704 Ha
G[W] = 0.2851 Ha, G[v] = 0.5854 Ha, on-site share of G[v] = 0.941
alpha: whole gap 0.4869, nonlocal gap 0.3278, off-site least squares 0.3722
1/l slope of G[W]: fit 0.9210, gamma*M 0.9214 (Ha bohr)
kF = 1.0312 1/bohr, f_x = -5.9085 Ha bohr^3, u = f_x/a^3 = -0.2188 Ha
eta formula 0.6624, numerical 0.6632
v1 = -0.2030 Ha, beta = 2.1486 bohr^2/Ha, c4 = 10.9990 bohr^4/Ha, w0 = 0.2958 Ha
sigma=1a: J=0.18407 <W>=0.06518 Ha sum n^2=2.246e-02 alpha_K=0.3541 law=0.3608 with f_x=0.3425
sigma=a: 1/l slope of <W> fit 0.9215 Ha bohr, extrapolated <W> 0.06518 Ha
sigma=2a: J=0.09348 <W>=0.03114 Ha sum n^2=2.806e-03 alpha_K=0.3331 law=0.3336 with f_x=0.3302
sigma=3a: J=0.06252 <W>=0.02054 Ha sum n^2=8.314e-04 alpha_K=0.3285 law=0.3287 with f_x=0.3273
sigma=4a: J=0.04695 <W>=0.01535 Ha sum n^2=3.508e-04 alpha_K=0.3269 law=0.3269 with f_x=0.3262
w0 extrapolated from sigma=3a,4a: 0.2920 Ha
6^3 cell: level 0.0290 Ha, weight on defect site 0.616, J_cell 0.2849 Ha, M/l 0.1576 Ha
alpha=0.0: kappa SCF 0.09968, response 0.09968, W_tc-alpha*J 0.09968 Ha
alpha=0.3: kappa SCF 0.01426, response 0.01426, W_tc-alpha*J 0.00276 Ha
alpha=0.3: W_tc finite field 0.08824 Ha, response 0.08824 Ha
alpha_K(cell) = 0.3433; W_tc/J there = 0.3034; gamma = 0.3247
<n|W_RPA|n> = 0.09968 Ha; kappa with screened exchange = -0.00225 Ha = -0.0079 J
alpha_K: level at f=0,.25,.5,.75,1: 0.0290 0.0297 0.0316 0.0349 0.0397 Ha
alpha_K: E(1)-E(0) = 0.03249 Ha, integral of level = 0.03249 Ha
alpha=0.1433: xi = 0.03720 Ha = 1.012 eV
alpha=0.3433: xi = 0.00720 Ha = 0.196 eV
alpha=0.5433: xi = -0.02376 Ha = -0.647 eV
zero of xi (quadratic interpolation): alpha = 0.3904
```
